# Split-capacitance mobility error from interface traps that do not conduct

## What goes wrong

A model transistor channel, assumed to charge without delay, holds $3.0\times10^{12}$ mobile electrons per cm², with a mobility of 1091 cm²/(V s). Its drain conductance is measured correctly, and its electron density is found by integrating the gate-to-channel capacitance at 1 MHz. The extracted mobility is 885 cm²/(V s), which is 19% below the true value. The conductance counts electrons that move along the channel; the capacitance also counts electrons that enter through the source and drain and then sit in interface traps.

One might hope to cure this by raising the frequency until the traps stop responding. In the same model, that limit still leaves the mobility 6% low. Both errors follow from one charge balance.

## Simplest case: every trap follows

Let $n$ be the mobile sheet density, $n_t$ the density of trapped electrons and $q>0$ the elementary charge. Electron charges are counted as positive densities. The potential $\psi$ is defined by $q\psi=E_F-E_0$, where $E_0$ is the subband edge and $E_F$ the Fermi level. Traps and subband edge shift together with $\psi$.

At small drain bias, with series resistance and gate leakage absent, a channel of width $W$ and length $L$ has conductance

$$g_d=\frac{W}{L}q\mu n .$$

Here $\mu$ is the actual mobility, including any scattering by charged traps. Trapped electrons do not appear in $g_d$. The split-capacitance method replaces $n$ by a measured density $N$:

$$N=\frac1q\int C_{gc}\,dV_g,\qquad
\mu_{\rm app}=\frac{L}{W}\frac{g_d}{qN}=\mu\frac nN .$$

With $N=n+\Delta N$,

$$\boxed{\mu_{\rm app}=\frac{\mu}{1+\Delta N/n}},\qquad
\frac{\mu_{\rm app}-\mu}{\mu}=-\frac{\Delta N}{n+\Delta N}.$$

The integration starts where $n$ is negligible. If all traps follow the ac signal and exchange electrons with the channel alone, the source and drain supply both populations, so $\Delta N$ is the number of traps filled during the sweep. For a uniform trap density $D$ per area and energy, a rise of the Fermi level by $q(\psi-\psi_0)$ fills

$$\Delta N=Dq(\psi-\psi_0).$$

The worked example is a single parabolic two-dimensional subband at 300 K with mass $0.05\,m_e$. In a real channel with so light a mass, nonparabolicity and higher subbands can matter at the densities used here; the model leaves them out. It has $D=2\times10^{12}$ cm⁻² eV⁻¹ and $\psi_0=-0.40$ V. At $n=3.0\times10^{12}$ cm⁻² the potential is 0.1435 V, hence

$$\Delta N=(2\times10^{12})(0.1435+0.40)=1.09\times10^{12}\ \text{cm}^{-2}.$$

The mobility ratio is $3.00/4.09=0.734$, an error of $-27\%$. This low-frequency value depends on the chosen $\psi_0$: starting deeper would include more traps.

When $D\to0$, $\Delta N$ vanishes and $\mu_{\rm app}=\mu$, as it must.

## Opposite case: no trap follows the ac signal

The gate voltage has two roles. Its slow sweep sets the operating point, while its small ac part measures capacitance. I assume that the sweep is slow enough for all traps to reach equilibrium.

Let $C_{ox}$ be the gate capacitance and $C_b$ the capacitance to the body or back plane, both per area. Define

$$C_n=q\frac{dn}{d\psi},\quad C_{it}=q\frac{dn_t}{d\psi},\quad
A=C_{ox}+C_b,\quad S=A+C_n .$$

For uniform $D$, $C_{it}=q^2D$. A change of gate charge balances the changes of channel, trap and back charge:

$$C_{ox}(dV_g-d\psi)=(C_n+C_{it}+C_b)\,d\psi .$$

Moving the $C_{ox}\,d\psi$ term to the right gives

$$\frac{dV_g}{d\psi}=\frac{S+C_{it}}{C_{ox}}. \tag{1}$$

The trap term here is the stretch-out of the gate-voltage axis. It is present whatever the ac frequency.

If the traps are frozen on the ac scale, the ac balance has no trap term: $\delta\psi/\delta V_g=C_{ox}/S$. The source and drain then supply $C_n\,\delta\psi$, so $C_{gc}=C_{ox}C_n/S$. Multiplying by (1),

$$C_{gc}\frac{dV_g}{d\psi}=C_n\frac{S+C_{it}}{S}
=C_n+C_{it}\frac{C_n}{S}.$$

The first term integrates to $qn$. The second is the remaining error:

$$\Delta N_\infty=\frac1q\int C_{it}\frac{C_n}{S}\,d\psi . \tag{2}$$

The capacitance contains no trap charge, but it is integrated over a voltage interval that the traps have lengthened. Where $C_n\gg A$, the factor $C_n/S$ approaches one, and freezing the ac response removes almost none of the local excess.

For the two-dimensional subband the integral closes. Let $g_2$ be its density of states, $C_q=q^2g_2$ and $u=q\psi/kT$. Then

$$n=g_2kT\ln(1+e^u),\qquad C_n=\frac{C_q}{1+e^{-u}} .$$

With $r=1+C_q/A$,

$$\frac{C_n}{A+C_n}=\frac{C_q}{A+C_q+Ae^{-u}}
=\frac{C_q}{A+C_q}\,\frac{re^u}{1+re^u}.$$

The last fraction is the derivative of $\ln(1+re^u)$ with respect to $u$. Since $d\psi=(kT/q)\,du$ and $C_{it}=q^2D$, integration from far below threshold gives

$$\Delta N_\infty=DkT\,\frac{C_q}{A+C_q}\ln(1+re^u). \tag{3}$$

Two limits show its size. For $re^u\ll1$, which implies $e^u\ll1$ because $r>1$, both logarithms may be linearized:

$$\frac{\Delta N_\infty}{n}\to\frac{D}{g_2}\frac{C_q r}{A+C_q}
=\frac{C_{it}}{A},$$

because $D/g_2=C_{it}/C_q$ and $r=(A+C_q)/A$. For $u\gg1$, the logarithms become $u+\ln r$ and $u$, so

$$\frac{\Delta N_\infty}{n}\simeq\frac{C_{it}}{A+C_q}
\left(1+\frac{\ln r}{u}\right).$$

The example has $C_{ox}=2.0$, $C_b=0.1$, $C_q=3.35$ and $C_{it}=0.320$ μF/cm². The relative excess therefore falls from $0.320/2.1=0.15$ at low density towards $0.320/5.45=0.059$. At $n=3.0\times10^{12}$ cm⁻², $u=0.1435/0.02585=5.55$ and $r=2.59$. Equation (3) gives

$$\Delta N_\infty=(5.17\times10^{10})(0.614)(6.51)
=2.07\times10^{11}\ \text{cm}^{-2},$$

which lowers the extracted mobility by 6.4%.

This is 19% of all the traps filled in the sweep, although $C_n/S=0.61$ at the endpoint. Many of the traps filled while $C_n$ was still small, and those contributed little to (2).

## General case: partial response

Let $F(\omega)$ be the trap response divided by its equilibrium value, with time dependence $e^{i\omega t}$. The ac charge balance is

$$C_{ox}(\delta V_g-\delta\psi)=(C_n+C_{it}F+C_b)\,\delta\psi,$$

and therefore $\delta\psi/\delta V_g=C_{ox}/(S+C_{it}F)$. The source and drain supply $(C_n+C_{it}F)\,\delta\psi$. The measured capacitance is the part in phase with the gate voltage:

$$C_{gc}=C_{ox}\,{\rm Re}\frac{C_n+C_{it}F}{S+C_{it}F}.$$

This assumes that the channel itself charges without delay at every density in the integral. The demand is hardest to meet at low density, where the channel conducts poorly, and it limits the channel length. The numerator equals the denominator minus $A$, so multiplication by (1) yields

$$C_{gc}\frac{dV_g}{d\psi}=(S+C_{it})
\left[1-A\,{\rm Re}\frac1{S+C_{it}F}\right].$$

Subtract $C_n$, use $S-C_n=A$, and call the remainder $wC_{it}$:

$$wC_{it}=C_{it}+A-A(S+C_{it})\,{\rm Re}\frac1{S+C_{it}F}.$$

Thus

$$\boxed{\Delta N=\frac1q\int wC_{it}\,d\psi},\qquad
w=1+\frac{A}{C_{it}}\left[1-(S+C_{it})\,{\rm Re}\frac1{S+C_{it}F}\right]. \tag{4}$$

The number $w$ is the excess in measured density per newly filled trap. It includes both the trap electrons in the ac signal and the stretch-out of the gate-voltage axis. Writing $S+C_{it}=(S+C_{it}F)+C_{it}(1-F)$ gives the equivalent form

$$w=1-A\,{\rm Re}\frac{1-F}{S+C_{it}F}. \tag{5}$$

Setting $F=1$ gives $w=1$, the first case. Setting $F=0$ gives $w=1-A/S=C_n/S$, the second.

These values bound every response made of a positive distribution of relaxation times. Let $y=\omega\tau$, let angle brackets denote the normalized average, and write $F=F'-iF''$. Then

$$F'=\left\langle\frac1{1+y^2}\right\rangle,\quad
F''=\left\langle\frac y{1+y^2}\right\rangle,\quad
1-F'=\left\langle\frac{y^2}{1+y^2}\right\rangle .$$

The Cauchy–Schwarz inequality gives $F''^2\le F'(1-F')$. With $B=S+C_{it}F'$,

$${\rm Re}\frac1{S+C_{it}F}=\frac{B}{B^2+C_{it}^2F''^2}.$$

This is at most $1/B\le1/S$, which in (4) gives $w\ge C_n/S$. In the other direction, $C_{it}F'\le B$, so

$$B^2+C_{it}^2F''^2\le B^2+BC_{it}(1-F')=B(S+C_{it}).$$

The real part is therefore at least $1/(S+C_{it})$, and $w\le1$. Hence

$$\frac{C_n}{S}\le w\le1 .$$

Within these assumptions, no choice of frequency makes the local error smaller than the stretch-out term. A numerical test with random relaxation spectra respects both bounds.

## Calculating the trap response

Now $F$ must come from capture and emission. Consider a trap of energy $E_t$ and occupation $f$, with any trap degeneracy absorbed in $E_t$. A band state $k$ of energy $E_k$ and occupation $f_k$ feeds it at rate $c_kf_k(1-f)$. Detailed balance fixes the reverse rate as $c_ke^{(E_t-E_k)/kT}f(1-f_k)$.

The channel electrons keep a Fermi distribution, for which $(1-f_k)e^{-E_k/kT}=f_ke^{-E_F/kT}$. The net filling rate becomes

$$\frac{df}{dt}=K\left[(1-f)-fe^{(E_t-E_F)/kT}\right],\qquad
K=\sum_kc_kf_k .$$

At equilibrium the bracket vanishes, so $e^{(E_t-E_F)/kT}=(1-f)/f$. A change of $K$ multiplies zero and drops out at first order. Varying $f$ and $E_F$, with $\delta E_F=q\,\delta\psi$, gives

$$i\omega\,\delta f=K\left[-\delta f-\frac{1-f}{f}\delta f
+(1-f)\frac{q\,\delta\psi}{kT}\right].$$

The first two terms add to $-\delta f/f$. Solving,

$$\delta f=\frac{f(1-f)}{1+i\omega f/K}\,\frac{q\,\delta\psi}{kT}.$$

No Boltzmann approximation for the channel was needed. An explicit sum over degenerate band states, with energy-dependent $c_k$, confirms this response numerically.

For constant capture coefficient $c$, $K=cn$. Let $x=\omega/(cn)$. At fixed $E_F$, $f(1-f)\,dE_t/kT=-df$, so the sum over uniformly distributed traps becomes

$$F=\int_0^1\frac{df}{1+ixf}=\frac{\ln(1+ix)}{ix},\qquad
{\rm Re}\,F=\frac{\arctan x}{x}.$$

For $x\to0$, $F\to1$; for $x\to\infty$, $F\to0$.

With $c=0.01$ cm²/s and $n=3.0\times10^{12}$ cm⁻², $cn=3\times10^{10}$ s⁻¹. At 1 MHz, $\omega=6.3\times10^6$ s⁻¹, so $x$ is about $2\times10^{-4}$ and the traps follow fully at this operating point. Reaching $x=1$ there would require about 5 GHz.

## Where trap counting begins

At lower density the same traps are slow. Define $\psi_1$ by $cn(\psi_1)=\omega$. Suppose that the transition through $x=1$ occurs while $C_n\ll A$, and that $C_{it}\ll A$. The denominator in (5) is then close to $A$, giving $w\simeq{\rm Re}\,F$.

Suppose also that the channel is nondegenerate in this region, as it is in the example. Then $x=e^{-q(\psi-\psi_1)/kT}$ and $d\psi=-(kT/q)\,dx/x$. For a sweep that starts at $x\gg1$ and reaches $x_e\ll1$,

$$\Delta N\simeq DkT\int_{x_e}^{\infty}\frac{\arctan x}{x^2}\,dx .$$

An antiderivative is $-\arctan x/x+\ln x-\tfrac12\ln(1+x^2)$. It vanishes at infinity and tends to $-1+\ln x_e$ at the lower limit. The integral is therefore $1-\ln x_e$, or

$$\Delta N\simeq D(q\psi-q\psi_1+kT). \tag{6}$$

Once $x\ll1$, $w\simeq1$ and the excess continues to grow linearly with $\psi$, even after the channel becomes degenerate. Equation (6) says that full counting effectively starts $kT/q$ below $\psi_1$.

At 1 MHz, $\psi_1=-0.1746$ V. For $n=3.0\times10^{12}$ cm⁻²,

$$\Delta N\simeq(2\times10^{12})(0.1435+0.1746+0.0259)
=6.88\times10^{11}\ \text{cm}^{-2}.$$

The full calculation gives $6.97\times10^{11}$ cm⁻². The estimate is about 1% low, almost entirely because it drops terms of order $C_{it}/A$ in the transition; those of order $C_n/A$ are negligible here. The full value gives

$$\mu_{\rm app}=1091\times\frac{3.00}{3.70}=885\ \text{cm}^2/(\text{V s}).$$

These numbers hold only for a short channel. At $\psi_1$ the density is just $6.3\times10^8$ cm⁻², and charging the traps from the source and drain takes a time of order $L^2C_{it}/(q\mu n)$. The mobility law used below gives $\mu\approx1.3$ cm²/(V s) at this density, so $\omega L^2C_{it}/(q\mu n)$ reaches one at $L\approx0.08$ μm. If the mobility stayed at 1091 cm²/(V s), that length would be about 2 μm. In longer channels part of the charge does not arrive in time, and the extracted density depends on $L$ as well.

A separate numerical test, also without channel delay, uses discrete traps and integrates the capacitance over gate voltage. It agrees with the excess from (4) within 0.1% at 10 kHz and 1 MHz.

## Frequency dispersion as a diagnostic

As long as the channel is nondegenerate in the transition, raising $\omega$ by a factor $\rho$ moves it upward by $(kT/q)\ln\rho$. If also $C_n\ll A$ throughout the transition, then $S\simeq A$ and $w$ depends on $\psi$ through $x$ alone. Its whole profile is shifted without changing shape, even if $C_{it}$ is not small compared with $A$. Thus

$$N(\omega)-N(\rho\omega)\simeq DkT\ln\rho . \tag{7}$$

Both transitions must lie inside the sweep and below the onset of degeneracy, and $D$ must vary little across them. The channel must also charge without delay there. In the example this requires a shorter channel at 100 kHz than at 1 MHz, because the transition then lies at lower density, where the mobility is lower. Otherwise its own delay changes the dispersion, and in a long channel it can produce dispersion without any traps, so (7) no longer gives $D$. The condition is strict because (7) uses a small difference: in this example, a delay that changes $N$ by only 1% at one of the two frequencies changes the extracted $D$ by about a third. How short is short enough depends on the low-density mobility: treating the channel as a distributed line fed from both ends, the mobility law used here leaves $D$ about 13% low even at $L=0.02$ μm, whereas a constant mobility of 1091 cm²/(V s) keeps it within 1% at $L=2$ μm. Without channel delay, the example gives, between 100 kHz and 1 MHz,

$$D\simeq\frac{1.189\times10^{11}}{0.02585\ln10}
=2.00\times10^{12}\ \text{cm}^{-2}\,\text{eV}^{-1},$$

in agreement with the input. Between 10 and 100 kHz the difference is slightly smaller, $1.18\times10^{11}$ cm⁻², because the 10 kHz transition has a tail below the starting potential. There $cn=1.03\times10^3$ s⁻¹ and $x_0=61$. Using $\arctan x\simeq\pi/2$, the missing tail is about $DkT\pi/(2x_0)=1.3\times10^9$ cm⁻² to leading order. At large $x$, expanding (5) in $F$ gives $w\simeq(1+C_{it}/A)\,{\rm Re}\,F$, which raises this to about $1.5\times10^9$ cm⁻²; subtracting the ten times smaller tail at 100 kHz leaves $1.4\times10^9$ cm⁻², the size of the deficit.

The dispersion looks modest: $N$ falls by only 3% between 100 kHz and 1 MHz. Yet the 1 MHz density is still 23% above $n$. Weak dispersion is therefore not evidence of a small mobility error. Moreover, (7) samples traps near the onset of response; correcting $N$ at the operating point requires $D$ over the entire counted range.

## Comparing mobility at equal plotted density

So far $\mu_{\rm app}$ and $\mu$ have been compared at the same gate voltage. On a plot against density, the point is also displaced from $n$ to $N$. The relevant ratio is

$$\frac{\mu_{\rm app}(N)}{\mu(N)}=\frac nN\,\frac{\mu(n)}{\mu(N)}.$$

Let $s=d\ln\mu/d\ln n$. Taking the logarithm and writing both factors as integrals gives

$$\ln\frac{\mu_{\rm app}(N)}{\mu(N)}
=-\int_{\ln n}^{\ln N}(1+s)\,d\ln n'
\simeq-(1+s)\frac{\Delta N}{n}, \tag{8}$$

where the last form is first order in $\Delta N/n$. For constant mobility, $s=0$ and the two comparisons agree. If mobility rises with density, the plotted error is larger to this order; if $-1<s<0$, it is smaller.

The example uses $1/\mu=1/(2000m)+m/4000$, with $m=n/(10^{12}\ \text{cm}^{-2})$ and $\mu$ in cm²/(V s). At $m=3$, $s=-0.64$. The true mobility at density $N=3.70\times10^{12}$ cm⁻² is 944 cm²/(V s), so the plotted error is $885/944-1=-6.2\%$, compared with $-19\%$ at equal gate voltage. The first-order estimate is $-0.36\times0.232=-8.4\%$. It is too large in magnitude for two main reasons: $\Delta N/n=0.232$ exceeds the actual integration length $\ln(N/n)=0.209$, and $s$ becomes more negative between $n$ and $N$, which reduces the integrand in (8).

The smaller plotted error does not mean that the density is more accurate. In this example the two displacements partly compensate because the mobility falls with density. If it fell faster than $1/n$, so that $s<-1$, they would overcompensate and the plotted mobility would be too high.

## When the correction fails

If $\Delta N$ is known, the corrected point is

$$n=N-\Delta N,\qquad \mu=\mu_{\rm app}\frac{N}{N-\Delta N}.$$

Both coordinates must be changed. This removes the counting error but leaves any real mobility loss caused by trap scattering.

Equation (4) needs modification if traps fail to equilibrate during the dc sweep, since (1) then no longer holds. It also needs modification if traps exchange carriers with the body, because part of their ac current then leaves through another terminal. The full set of densities and frequencies is given in the numerical output below.

## Computed results

```
temperature = 300 K; kT = 0.02585 eV
mass = 0.05 m_e; density of states = 2.0887e+13 cm^-2 eV^-1
C_ox = 2.000, C_b = 0.100 uF/cm^2
C_q = 3.346, C_it = 0.3204 uF/cm^2
D_it = 2.00e+12 cm^-2 eV^-1; capture c = 0.010 cm^2/s
start potential = -0.40 V
density at start = 1.030e+05 cm^-2
capture rate c*n at start = 1.030e+03 s^-1
-- true n = 1.00e+12 cm^-2; psi = 0.0435 V
   traps filled in sweep = 8.8693e+11 cm^-2
   true mobility = 1333.3 cm^2/(V s)
   lower bound C_n/S on w = 0.5733
   low-frequency limit: N = 1.8869e+12 cm^-2, mu_app = 706.6 cm^2/(V s), error = -47.00 %
   10 kHz: N = 1.7329e+12 cm^-2, mu_app = 769.4 cm^2/(V s), error = -42.29 %
   1 MHz: N = 1.4964e+12 cm^-2, mu_app = 891.0 cm^2/(V s), error = -33.17 %
   no ac trap response: N = 1.0859e+12 cm^-2, mu_app = 1227.9 cm^2/(V s), error = -7.91 %
-- true n = 3.00e+12 cm^-2; psi = 0.1435 V
   traps filled in sweep = 1.0871e+12 cm^-2
   true mobility = 1090.9 cm^2/(V s)
   lower bound C_n/S on w = 0.6135
   low-frequency limit: N = 4.0871e+12 cm^-2, mu_app = 800.8 cm^2/(V s), error = -26.60 %
   10 kHz: N = 3.9331e+12 cm^-2, mu_app = 832.1 cm^2/(V s), error = -23.72 %
   1 MHz: N = 3.6965e+12 cm^-2, mu_app = 885.3 cm^2/(V s), error = -18.84 %
   no ac trap response: N = 3.2067e+12 cm^-2, mu_app = 1020.6 cm^2/(V s), error = -6.45 %
-- true n = 5.00e+12 cm^-2; psi = 0.2394 V
   traps filled in sweep = 1.2788e+12 cm^-2
   true mobility = 740.7 cm^2/(V s)
   lower bound C_n/S on w = 0.6144
   low-frequency limit: N = 6.2788e+12 cm^-2, mu_app = 589.9 cm^2/(V s), error = -20.37 %
   10 kHz: N = 6.1248e+12 cm^-2, mu_app = 604.7 cm^2/(V s), error = -18.36 %
   1 MHz: N = 5.8882e+12 cm^-2, mu_app = 629.0 cm^2/(V s), error = -15.09 %
   no ac trap response: N = 5.3244e+12 cm^-2, mu_app = 695.6 cm^2/(V s), error = -6.09 %
-- diagnostics at true n = 3.00e+12 cm^-2
N at 100 kHz = 3.8154e+12 cm^-2
N(100 kHz) - N(1 MHz) = 1.1888e+11 cm^-2
D_it from dispersion = 1.9971e+12 cm^-2 eV^-1
psi_1 at 1 MHz = -0.1746 V
onset estimate of excess = 6.8806e+11 cm^-2
computed excess at 1 MHz = 6.9654e+11 cm^-2
drain bias = 1.0 mV
mobility from integrated current = 884.9 cm^2/(V s)
mobility slope s = -0.6364
true mobility at n equal to N(1 MHz) = 943.9 cm^2/(V s)
error at equal plotted density = -6.21 %
```
